# Gupta-Bleuler quantization of the free photon field: verification in Python

```python
"""Gupta-Bleuler quantization of the free photon field (hbar = c = 1).

Result under test: with [a^mu, a^nu+] = -g^{mu nu}, g = diag(1,-1,-1,-1),
the states obeying k_mu a^mu |psi> = 0 have norm >= 0, and modulo the
zero-norm states only the two transverse photons per momentum k remain.

Symbols: k wave vector (eV), omega = |k|, a[mu] annihilation matrices,
eta the matrix of the indefinite inner product <x|y> = x^* eta y,
lorenz = k_mu a^mu / omega, e1 and e2 transverse unit vectors.
The matrices live in a Fock space cut at a largest photon number; tests
use only states whose images stay below the cut.
"""
import itertools
from math import comb, factorial, sqrt
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.linalg import null_space

g = np.diag([1.0, -1.0, -1.0, -1.0])
rng = np.random.default_rng(7)


def vec(v):
    return " ".join(f"{round(float(x), 4) + 0.0:.4f}" for x in v)


# ---- Classical action: why a gauge-fixing term is needed ----
d = [[sp.Symbol(f"d{m}{n}") for n in range(4)] for m in range(4)]
p = sp.symbols("p0:4")
s = [1, -1, -1, -1]
R4 = range(4)
maxwell = sp.expand(-sp.Rational(1, 4) * sum(
    s[m] * s[n] * (d[m][n] - d[n][m])**2 for m in R4 for n in R4))
fixed = sp.expand(maxwell - sum(s[m] * d[m][m] for m in R4)**2 / 2)
simple = -sum(s[m] * s[n] * d[m][n]**2 for m in R4 for n in R4) / 2


def kinetic(lagrangian):
    """Matrix of the field equations for a plane wave of momentum p."""
    return sp.Matrix(4, 4, lambda n, r: sp.expand(sum(
        p[m] * p[q] * sp.diff(lagrangian, d[m][n], d[q][r])
        for m in R4 for q in R4)))


p_squared = sum(s[m] * p[m]**2 for m in R4)
assert sp.diff(maxwell, d[0][0]) == 0
assert (kinetic(maxwell) * sp.Matrix(p)).expand() == sp.zeros(4, 1)
target = (-p_squared * sp.diag(*s)).expand()
assert kinetic(fixed) == target and kinetic(simple) == target
for n in R4:
    assert sp.expand(sp.diff(simple, d[0][n]) + s[n] * d[0][n]) == 0

# ---- Mode expansion reproduces the equal-time commutators ----
points = 7
sites = np.arange(points)
waves = 2 * np.pi * np.array([-3, -2, -1, 1, 2, 3]) / points
freq = np.abs(waves)
u = np.exp(1j * np.outer(sites, waves)) / np.sqrt(2 * freq * points)
udot = -1j * freq * u
for mu in R4:
    sign = -g[mu, mu]
    c_AA = sign * (u @ u.conj().T - u.conj() @ u.T)
    c_AV = sign * (u @ udot.conj().T - u.conj() @ udot.T)
    delta = np.eye(points) - 1 / points      # k = 0 is left out
    assert np.allclose(c_AA, 0, atol=1e-12)
    assert np.allclose(c_AV, -1j * g[mu, mu] * delta, atol=1e-12)

# ---- Timelike oscillator: negative norm or negative energy ----
k = np.array([1.0, 2.0, 2.0])
omega = np.linalg.norm(k)
size = 10
b = np.diag(np.sqrt(np.arange(1.0, size)), 1)
time_energy = {}
for name, low, up in (("indefinite", b, -b.T), ("positive", b.T, b)):
    q_op = (low + up) / sqrt(2 * omega)
    p_op = -1j * sqrt(omega / 2) * (low - up)
    cut = slice(0, size - 1)
    com = (q_op @ p_op - p_op @ q_op)[cut, cut]
    assert np.allclose(com, -1j * np.eye(size - 1))
    h = -0.5 * (p_op @ p_op + omega**2 * q_op @ q_op)[cut, cut]
    time_energy[name] = np.linalg.eigvalsh(h)
ladder = omega * (np.arange(size - 1) + 0.5)
assert np.allclose(time_energy["indefinite"], ladder)
assert np.allclose(time_energy["positive"], -ladder[::-1])


# ---- Fock space with indefinite inner product ----
def fock(oscillators, nmax):
    states = [t for t in itertools.product(range(nmax + 1),
              repeat=oscillators) if sum(t) <= nmax]
    states.sort(key=lambda t: (sum(t), t))
    index = {t: i for i, t in enumerate(states)}
    ops = np.zeros((oscillators, len(states), len(states)))
    for t in states:
        for j in range(oscillators):
            if t[j]:
                lower = t[:j] + (t[j] - 1,) + t[j + 1:]
                ops[j, index[lower], index[t]] = sqrt(t[j])
    metric = np.diag([(-1.0)**sum(t[0::4]) for t in states])
    return ops, metric, np.array([sum(t) for t in states])


nmax = 4
a, eta, number = fock(4, nmax)


def dag(x):
    return eta @ x.conj().T @ eta


def inner(x, y):
    return x.conj() @ eta @ y


adag = [dag(x) for x in a]
vac = np.zeros(len(number))
vac[0] = 1.0
below = number < nmax
for m in R4:
    for n in R4:
        com = a[m] @ adag[n] - adag[n] @ a[m]
        assert np.allclose(com[:, below], -g[m, n] * np.eye(len(vac))[:, below])


def wick(left, right):
    """Inner product of monomials from the commutators alone."""
    if not left:
        return 1.0
    return sum(-g[left[0], r] * wick(left[1:], right[:j] + right[j + 1:])
               for j, r in enumerate(right) if r == left[0])


negative_count = {}
for n in range(1, nmax + 1):
    words = list(itertools.combinations_with_replacement(R4, n))
    gram = np.array([[wick(x, y) for y in words] for x in words])
    built = []
    for w in words:
        v = vac
        for m in w:
            v = adag[m] @ v
        built.append(v)
    built = np.array(built)
    assert np.allclose(gram, built @ eta @ built.T)
    negative_count[n] = int(np.sum(np.linalg.eigvalsh(gram) < -1e-9))

# ---- Lorenz condition and its algebra ----
k4 = np.array([omega, *k])
k_low = g @ k4
lorenz = np.einsum("m,mij->ij", k_low, a) / omega
ldag = dag(lorenz)
a_long = np.einsum("m,mij->ij", k / omega, a[1:])
partner = (a[0] + a_long) / 2
one = np.eye(len(vac))


def commutator(x, y):
    return (x @ y - y @ x)[:, below]


assert np.allclose(commutator(lorenz, ldag), 0)
assert np.allclose(commutator(partner, dag(partner)), 0)
assert np.allclose(commutator(lorenz, dag(partner)), -one[:, below])
strong_min = np.linalg.svd(ldag[:, below], compute_uv=False).min()
assert strong_min > 0.1     # creation part annihilates no nonzero state

e1 = np.array([2.0, -2.0, 1.0]) / 3
e2 = np.array([2.0, 1.0, -2.0]) / 3
assert np.allclose([e1 @ k, e2 @ k, e1 @ e2], 0)
a_t = [np.einsum("m,mij->ij", e, a[1:]) for e in (e1, e2)]


def kernel(conditions, totals, n):
    """Basis of the n-photon states annihilated by all conditions."""
    cols = np.flatnonzero(totals == n)
    small = null_space(np.vstack([c[:, cols] for c in conditions]))
    full = np.zeros((len(totals), small.shape[1]))
    full[cols] = small
    return full


def transverse(n):
    out = []
    for m in range(n + 1):
        v = vac
        for _ in range(m):
            v = dag(a_t[0]) @ v
        for _ in range(n - m):
            v = dag(a_t[1]) @ v
        out.append(v / sqrt(factorial(m) * factorial(n - m)))
    return np.array(out).T


table = []
phys = {0: kernel([lorenz], number, 0)}
for n in range(1, nmax + 1):
    phys[n] = kernel([lorenz], number, n)
    values = np.linalg.eigvalsh(phys[n].T @ eta @ phys[n])
    assert values.min() > -1e-10
    positive = int(np.sum(values > 1e-8))
    null = len(values) - positive
    assert len(values) == comb(n + 2, 2) and positive == n + 1
    assert null == n * (n + 1) // 2
    trans = transverse(n)
    spurious = ldag @ phys[n - 1]
    both = np.hstack([trans, spurious])
    assert np.allclose(lorenz @ both, 0)
    assert np.linalg.matrix_rank(both) == len(values)
    assert np.allclose(trans.T @ eta @ trans, np.eye(n + 1))
    assert np.allclose(phys[n].T @ eta @ spurious, 0)
    table.append((n, int(np.sum(number == n)), negative_count[n],
                  len(values), null, positive))

# ---- Two different momenta at once ----
a8, eta8, number8 = fock(8, 2)
k_b = np.array([0.0, 3.0, 4.0])
low_b = g @ np.array([np.linalg.norm(k_b), *k_b])
cond = [np.einsum("m,mij->ij", k_low, a8[:4]),
        np.einsum("m,mij->ij", low_b, a8[4:])]
ker8 = kernel(cond, number8, 2)
val8 = np.linalg.eigvalsh(ker8.T @ eta8 @ ker8)
pos8 = int(np.sum(val8 > 1e-8))
assert val8.min() > -1e-10
assert len(val8) == comb(7, 2) and pos8 == comb(5, 2)

# ---- Observables on the quotient ----
ham = omega * sum(-g[m, m] * adag[m] @ a[m] for m in R4)
assert np.allclose(ham, omega * np.diag(number))
assert np.allclose(commutator(lorenz, ham), omega * lorenz[:, below])
extra = dag(a_long) @ a_long - adag[0] @ a[0]
for m in R4:
    assert not np.allclose(commutator(lorenz, adag[m]), 0)
    for n in R4:
        f_up = k4[m] * adag[n] - k4[n] * adag[m]
        assert np.allclose(commutator(lorenz, f_up), 0)


def random_in(blocks):
    basis = np.hstack(blocks)
    m = basis.shape[1]
    return basis @ (rng.normal(size=m) + 1j * rng.normal(size=m))


def mean_a(x):
    return np.array([inner(x, op @ x) for op in a])


def mean_field(x):
    m = mean_a(x)
    return np.outer(k4, m) - np.outer(m, k4)


for _ in range(5):
    psi_t = random_in([transverse(n) for n in range(3)])
    chi = random_in([phys[n] for n in range(3)])
    psi = psi_t + ldag @ chi
    other = random_in([phys[n] for n in range(4)])
    assert np.isclose(inner(psi, psi), inner(psi_t, psi_t))
    assert np.isclose(inner(psi, ham @ psi), inner(psi_t, ham @ psi_t))
    assert abs(inner(psi, extra @ psi)) < 1e-9
    assert abs(inner(other, (lorenz + ldag) @ psi)) < 1e-9
    shift = -k4 / omega * inner(psi_t, chi)
    assert np.allclose(mean_a(psi) - mean_a(psi_t), shift)
    assert np.allclose(mean_field(psi), mean_field(psi_t))
long_state = dag(a_long) @ vac
assert np.isclose(inner(long_state, extra @ long_state), 1)

# ---- Worked example ----
photon = dag(a_t[0]) @ vac
psi_t = 0.6 * vac + 0.8 * photon
chi = 0.5 * vac + 0.25 * photon
psi = psi_t + ldag @ chi
bad = 0.6 * vac + 0.8 * adag[0] @ vac
assert inner(bad, bad) < 0 and np.linalg.norm(lorenz @ bad) > 0.1


def electric(x):
    m = mean_a(x)
    return omega * m[1:] - k * m[0]


assert np.allclose(electric(psi), electric(psi_t))

beta = 0.8
gamma = 1 / sqrt(1 - beta**2)
boost = np.eye(4)
boost[:2, :2] = [[gamma, -gamma * beta], [-gamma * beta, gamma]]
k_new = boost @ k4
e_new = boost @ np.array([0.0, *e1])
multiple = e_new[0] / k_new[0]
e_fixed = e_new - multiple * k_new
assert abs(k_new @ g @ k_new) < 1e-10
assert abs(e_fixed[0]) < 1e-12 and abs(e_fixed[1:] @ k_new[1:]) < 1e-10
assert np.isclose(e_fixed[1:] @ e_fixed[1:], 1)

hartree = physical_constants["Hartree energy in eV"][0]
print("wave vector k (eV):", vec(k))
print(f"photon energy omega: {omega:.4f} eV = {omega / hartree:.6f} hartree")
print("transverse vector e1:", vec(e1))
print("transverse vector e2:", vec(e2))
t1 = adag[0] @ vac
t2 = adag[0] @ t1
print(f"norm of one timelike photon: {inner(t1, t1):.4f}")
print(f"norm of (a0+)^2|0>: {inner(t2, t2):.4f}")
print(f"energy of one timelike photon (eV): {(ham @ t1)[t1 != 0][0] / t1[t1 != 0][0]:.4f}")
print("timelike oscillator, zero-point energy kept, first levels (eV):")
print("  indefinite norm:", vec(time_energy["indefinite"][:3]))
print("  positive norm:  ", vec(time_energy["positive"][::-1][:3]))
print("one momentum: dimensions by photon number")
print("  n  all  negative-norm  Lorenz  null  quotient")
for row in table:
    print("  {}  {:3d}  {:13d}  {:6d}  {:4d}  {:8d}".format(*row))
print("two momenta, two photons: all, Lorenz, null, quotient:",
      int(np.sum(number8 == 2)), len(val8), len(val8) - pos8, pos8)
print("example states: psi_T and psi = psi_T + lorenz+ chi")
print(f"  overlap <psi_T|chi>: {inner(psi_t, chi):.4f}")
for name, x in (("psi_T", psi_t), ("psi", psi)):
    print(f"  {name}: norm {inner(x, x):.4f}, "
          f"auxiliary positive norm {x @ x:.4f}")
    print(f"  {name}: mean energy (eV) {inner(x, ham @ x):.4f}")
    print(f"  {name}: mean a^mu, mu=0..3:", vec(mean_a(x)))
    print(f"  {name}: omega<a> - k<a^0> (eV):", vec(electric(x)))
print("  shift of mean a^mu:", vec(mean_a(psi) - mean_a(psi_t)))
print("excluded state 0.6|0> + 0.8 a0+|0>:")
print(f"  norm {inner(bad, bad):.4f}, "
      f"vacuum part of lorenz|state> {(lorenz @ bad)[0]:.4f}")
print(f"boost along x, speed {beta:.4f}, gamma {gamma:.4f}")
print("  boosted k^mu (eV):", vec(k_new))
print("  boosted e1^mu:", vec(e_new))
print(f"  multiple of k removed (1/eV): {multiple:.4f}")
print("  transverse representative:", vec(e_fixed))
print("all tests passed")
```

Output:

```
wave vector k (eV): 1.0000 2.0000 2.0000
photon energy omega: 3.0000 eV = 0.110248 hartree
transverse vector e1: 0.6667 -0.6667 0.3333
transverse vector e2: 0.6667 0.3333 -0.6667
norm of one timelike photon: -1.0000
norm of (a0+)^2|0>: 2.0000
energy of one timelike photon (eV): 3.0000
timelike oscillator, zero-point energy kept, first levels (eV):
  indefinite norm: 1.5000 4.5000 7.5000
  positive norm:   -1.5000 -4.5000 -7.5000
one momentum: dimensions by photon number
  n  all  negative-norm  Lorenz  null  quotient
  1    4              1       3     1         2
  2   10              3       6     3         3
  3   20              7      10     6         4
  4   35             13      15    10         5
two momenta, two photons: all, Lorenz, null, quotient: 36 21 11 10
example states: psi_T and psi = psi_T + lorenz+ chi
  overlap <psi_T|chi>: 0.5000
  psi_T: norm 1.0000, auxiliary positive norm 1.0000
  psi_T: mean energy (eV) 1.9200
  psi_T: mean a^mu, mu=0..3: 0.0000 0.3200 -0.3200 0.1600
  psi_T: omega<a> - k<a^0> (eV): 0.9600 -0.9600 0.4800
  psi: norm 1.0000, auxiliary positive norm 1.6250
  psi: mean energy (eV) 1.9200
  psi: mean a^mu, mu=0..3: -0.5000 0.1533 -0.6533 -0.1733
  psi: omega<a> - k<a^0> (eV): 0.9600 -0.9600 0.4800
  shift of mean a^mu: -0.5000 -0.1667 -0.3333 -0.3333
excluded state 0.6|0> + 0.8 a0+|0>:
  norm -0.2800, vacuum part of lorenz|state> -0.8000
boost along x, speed 0.8000, gamma 1.6667
  boosted k^mu (eV): 3.6667 -2.3333 2.0000 2.0000
  boosted e1^mu: -0.8889 1.1111 -0.6667 0.3333
  multiple of k removed (1/eV): -0.2424
  transverse representative: 0.0000 0.5455 -0.1818 0.8182
all tests passed
```
